\section*{Hyperfine Lines of an Electron Shared by Two Indium-115 Nuclei}

\section*{Problem}

An unpaired electron is trapped in an indium-oxide film. It has spin $S=1/2$ and couples equally to two indium-115 nuclei, each with spin $I=9/2$. In a static field $B$ along $z$ the Hamiltonian, divided by Planck's constant $h$, is
\begin{equation}
\frac{H}{h}=\nu_e S_z+A\,\mathbf S\cdot(\mathbf I_1+\mathbf I_2)-\nu_n(I_{1z}+I_{2z}),
\qquad \nu_e=\frac{g\mu_B B}{h}.
\label{eq:H}
\end{equation}
The spin operators are dimensionless, $\mu_B$ is the Bohr magneton, and $A$ and the nuclear Zeeman frequency $\nu_n$ are in hertz. A weak microwave field perpendicular to $z$ drives the electron spin.

\begin{enumerate}
\item[(a)] Show that to first order in $A/\nu_e$ the spectrum has 19 equally spaced lines, with relative intensities that rise from 1 to 10 and fall back to 1.
\item[(b)] Obtain the same intensities by adding the two nuclear spins.
\item[(c)] Find the line positions when the field is swept at fixed microwave frequency $\nu$. Evaluate them for $A=100$ MHz, $g=2.00$ and $\nu=34$ GHz.
\item[(d)] Find the second-order shifts and the condition under which the first-order pattern holds.
\item[(e)] Find what happens when the two couplings differ, including the limit in which one of them vanishes.
\item[(f)] Decide whether the 19 lines would survive in a real film. Consider the spread of $g$, the nuclear quadrupole coupling, the second indium isotope and a temperature of 10 K.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Positions and intensities}

With $S_\pm=S_x\pm iS_y$, and likewise for the nuclei, the coupling to each nucleus is
\begin{equation}
A\,\mathbf S\cdot\mathbf I_k=A S_zI_{kz}+\frac A2\left(S_+I_{k-}+S_-I_{k+}\right).
\label{eq:split}
\end{equation}
The last bracket flips the electron spin. It therefore connects states whose energies differ by about $h\nu_e$, and it has no diagonal element in the product states $|m_s,m_1,m_2\rangle$. Its effect on the energies begins at order $A^2/\nu_e$. To first order it is dropped, and the product states are eigenstates with
\begin{equation}
\frac{E(m_s,m_1,m_2)}{h}=m_s\left[\nu_e+A(m_1+m_2)\right]-\nu_n(m_1+m_2).
\label{eq:E}
\end{equation}

The microwave field acts through $S_x$, which leaves the nuclei untouched:
\begin{equation}
\left\langle \tfrac12,m_1',m_2'\right|S_x\left|-\tfrac12,m_1,m_2\right\rangle
=\tfrac12\,\delta_{m_1'm_1}\delta_{m_2'm_2}.
\end{equation}
Thus the electron flips while $m_1$ and $m_2$ stay fixed, and every such transition has the same strength. Put $M=m_1+m_2$. The transition frequency is the difference of (\ref{eq:E}) at $m_s=\frac12$ and $m_s=-\frac12$:
\begin{equation}
\nu_M=\tfrac12(\nu_e+AM)-\nu_nM+\tfrac12(\nu_e+AM)+\nu_nM=\nu_e+AM.
\label{eq:freq}
\end{equation}
The nuclear Zeeman term cancels because the nuclear state does not change.

Each $m_k$ takes the ten values $-\frac92,-\frac72,\dots,\frac92$. Their sum $M$ is an integer that runs from $-9$ to $9$ in unit steps, which gives $2\times9+1=19$ lines.

The intensity of a line is the number of pairs $(m_1,m_2)$ that produce its $M$, provided that all nuclear states are equally populated. For a given $M$, the choice of $m_1$ fixes $m_2=M-m_1$. Both must lie in the allowed range:
\begin{equation}
-\tfrac92\le m_1\le\tfrac92,\qquad M-\tfrac92\le m_1\le M+\tfrac92 .
\end{equation}
For $M\ge0$ the binding limits are $M-\frac92\le m_1\le\frac92$. This interval has length $9-M$ and contains $10-M$ allowed values. For $M<0$ the limits are $-\frac92\le m_1\le M+\frac92$, with $10+M$ values. Both cases are covered by
\begin{equation}
W_M=10-|M|,\qquad M=-9,\dots,9 .
\label{eq:W}
\end{equation}
The intensities are therefore $1,2,\dots,9,10,9,\dots,2,1$. Their sum is $10+2(1+2+\dots+9)=100$, the number $10\times10$ of nuclear states.

These are integrated absorption intensities. Peak heights follow the same ratios if the lines have equal shapes and widths and do not overlap.

\subsection*{(b) Counting by total nuclear spin}

Let $\mathbf J=\mathbf I_1+\mathbf I_2$. Two spins $9/2$ combine to $J=0,1,\dots,9$, each value occurring once. A multiplet $J$ contains a state with projection $M$ if $J\ge|M|$. The values that contribute to line $M$ are then $J=|M|,|M|+1,\dots,9$, and there are $10-|M|$ of them, in agreement with (\ref{eq:W}).

A line of intensity $n$ is thus a superposition of $n$ components of unit intensity, one for each $J$. First order does not distinguish them, because (\ref{eq:freq}) contains $M$ but not $J$.

\subsection*{(c) Field-swept spectrum}

In a field sweep the microwave frequency $\nu$ is fixed, and resonance occurs when $\nu_M=\nu$. From (\ref{eq:freq}), $g\mu_BB_M/h+AM=\nu$, so
\begin{equation}
B_M=\frac{h(\nu-AM)}{g\mu_B},\qquad
\Delta B=\frac{hA}{g\mu_B}.
\label{eq:field}
\end{equation}
For positive $A$ the line $M=+9$ comes at the lowest field. A negative $A$ reverses the labels and leaves the symmetric pattern unchanged.

For $A=100$ MHz and $g=2.00$ the spacing is $\Delta B=3.572$ mT. At 34 GHz the centre lies at 1214.61 mT. The outer lines follow from nine steps to either side:
\begin{equation}
B_{\pm9}=1214.61\ \text{mT}\mp9\times3.572\ \text{mT},
\end{equation}
that is, 1182.46 mT for $M=+9$ and 1246.76 mT for $M=-9$. The whole pattern spans $18\times3.572\ \text{mT}=64.30$ mT. These are first-order values; the second-order shifts of part (d) lower the fields of the components by up to 0.47 mT.

\subsection*{(d) Second order and the range of validity}

The Hamiltonian (\ref{eq:H}) contains the nuclei only through $\mathbf J$, so it commutes with $J^2$. Each $J$ can be treated separately in the states $|m_s,J,M\rangle$. The term dropped in part (a) is $\frac A2(S_+J_-+S_-J_+)$.

The state $|+\frac12,J,M\rangle$ is connected to $|-\frac12,J,M+1\rangle$, which lies lower by about $h\nu_e$. The squared matrix element, divided by $h^2$, is $\frac{A^2}{4}[J(J+1)-M(M+1)]$. The upper state is pushed up:
\begin{equation}
\frac{\delta E_+}{h}=+\frac{A^2}{4\nu_e}\left[J(J+1)-M(M+1)\right].
\end{equation}
The state $|-\frac12,J,M\rangle$ is connected to $|+\frac12,J,M-1\rangle$, which lies higher by about $h\nu_e$. It is pushed down:
\begin{equation}
\frac{\delta E_-}{h}=-\frac{A^2}{4\nu_e}\left[J(J+1)-M(M-1)\right].
\end{equation}
In both denominators $A$ and $\nu_n$ have been neglected beside $\nu_e$. In the difference the terms linear in $M$ cancel:
\begin{align}
\delta\nu_{J,M}&=\frac{\delta E_+-\delta E_-}{h}
=\frac{A^2}{4\nu_e}\left[2J(J+1)-M(M+1)-M(M-1)\right]\nonumber\\
&=\frac{A^2}{2\nu_e}\left[J(J+1)-M^2\right].
\label{eq:second}
\end{align}
In a field sweep a positive frequency shift must be compensated by a lower field. To this order $\nu_e$ may be replaced by $\nu$ in the small term:
\begin{equation}
\frac{g\mu_BB_{J,M}}{h}=\nu-AM-\frac{A^2}{2\nu}\left[J(J+1)-M^2\right].
\end{equation}

The components of one line now separate. The spread is largest for $M=0$, where $J(J+1)$ runs from 0 to 90:
\begin{equation}
\text{spread}=\frac{90A^2}{2\nu}=\frac{45A^2}{\nu},\qquad
\frac{\text{spread}}{A}=\frac{45A}{\nu}.
\label{eq:spread}
\end{equation}
The first-order picture therefore needs $45A\ll\nu$, which is much stricter than $A\ll\nu$. The factor 45 comes from the large total nuclear spin.

For $A=100$ MHz at 34 GHz the spread is $45\times100^2/34000=13.2$ MHz, or 0.473 mT in the field sweep. This is 13\% of the spacing. At 9.5 GHz it is 47.4 MHz, or 1.70 mT, nearly half the spacing.

Diagonalizing (\ref{eq:H}) in all 200 spin states, at the field where $\nu_e=34$ GHz, tests both orders. The intensities collected around the 19 first-order positions differ from the integers (\ref{eq:W}) by at most 0.0014, on the scale where the weakest line is 1. The 100 component frequencies agree with (\ref{eq:second}) to 0.14 MHz.

When each component is given a Gaussian width of 1 mT (full width at half maximum), the field-swept absorption has 19 maxima at 34 GHz and also at 9.5 GHz. At the lower frequency the number of maxima survives, but the spread of the central components exceeds their width. The inner lines are broadened, and the peak heights no longer follow (\ref{eq:W}): the central peak is 6.1 times the outer one instead of 10. At 34 GHz the ratio is 9.4. The count of 19 depends on the width. At 34 GHz it holds down to about 0.2 mT, but narrower components begin to resolve the values of $J$, and a width of 0.1 mT gives 36 maxima.

\subsection*{(e) Unequal couplings}

Let $A_1=A+d/2$ and $A_2=A-d/2$. The first-order displacement from $\nu_e$ becomes
\begin{equation}
A_1m_1+A_2m_2=A(m_1+m_2)+\frac d2(m_1-m_2).
\end{equation}
At fixed $M\ge0$, $m_1-m_2=2m_1-M$, and $m_1$ runs from $M-\frac92$ to $\frac92$. Hence $m_1-m_2$ runs from $-(9-M)$ to $9-M$. With the mirror case $M<0$, the line spreads over
\begin{equation}
w_M=(9-|M|)\,|d| .
\label{eq:unequal}
\end{equation}
The central line suffers most, while the outer lines, each made of a single state, stay sharp. Neighbouring groups remain well apart if $9|d|\ll A$, so the couplings must match to much better than about 11\%.

A mismatch of 5\% means $d=5$ MHz and $w_0=9\times5=45$ MHz, again nearly half the spacing. The full Hamiltonian with these couplings still gives 19 maxima at 34 GHz and 1 mT component width. Nineteen maxima are thus no proof that the two sites are identical.

In the opposite limit the electron couples to one nucleus only, with constant $a$. The displacement is $am_1$. There are ten lines of equal intensity, each containing the ten states of the idle nucleus, and the span is $9a$. If the coupling is proportional to the electron's share on each atom, equal sharing gives $A=a/2$ and a span of $18A=9a$. Sharing then halves the spacing and turns a flat pattern into a triangular one without changing the total span.

\subsection*{(f) What a real film does to the pattern}

\paragraph{Choice of parameters.} The model describes an idealized site: an unpaired electron on an oxygen atom with two equivalent indium neighbours and a weak coupling transferred to both. In crystalline indium oxide each oxygen has four indium neighbours, and equal coupling to all four would give 37 lines. The 19-line pattern therefore requires a site where only two of the couplings are appreciable. The value $A=100$ MHz is a round choice and does not identify a known defect. A full indium 5s electron would have a coupling of very roughly 20 GHz, so the example corresponds to a 5s share of about 0.5\% on each indium. A trap whose electron sits mainly on the metal atoms is a different case. With a 30\% share on each, $A=6$ GHz, and the spread (\ref{eq:spread}) equals the spacing at $45\times6=270$ GHz. At 9.5 or 34 GHz such a trap should not be expected to show the first-order pattern.

\paragraph{Spread of $g$.} At fixed $\nu$, $B\propto1/g$, so a small spread $\Delta g$ smears each line by
\begin{equation}
\delta B_g=B\,\frac{\Delta g}{g}.
\end{equation}
This grows with the microwave frequency, whereas the hyperfine spacing in field does not. The smear reaches the spacing when $\Delta g=gA/\nu$, which is 0.0059 at 34 GHz and 0.0211 at 9.5 GHz. For an amorphous film, take $\Delta g=0.010$ as an assumed rough width. The smear is then $1214.61\times0.010/2.00=6.07$ mT at 34 GHz and 1.70 mT at 9.5 GHz. Modelled as an additional Gaussian width, it leaves a single maximum at 34 GHz and 19 maxima at 9.5 GHz.

The choice of frequency is therefore a compromise. Measured against the spacing, the second-order spread is $45A/\nu$ and the $g$ smear is $\nu\Delta g/(gA)$. They are equal at $\nu=A\sqrt{45g/\Delta g}$, which for these parameters is close to 9.5 GHz. If only these two effects matter, a single crystal orientation favours the higher frequency, and a disordered film with this $\Delta g$ favours the lower one.

\paragraph{Spread of $A$.} If both couplings change together by 5\% from site to site or with orientation, line $M$ moves by $5M$ MHz. The outer lines move by 45 MHz and the central line stays. This damages the wings, whereas a mismatch within the pair damages the centre.

\paragraph{Quadrupole coupling.} A nucleus of spin $9/2$ also interacts with the local electric-field gradient. For an axial gradient along a unit vector $\mathbf n$, this adds for each nucleus
\begin{equation}
\frac{H_Q}{h}=P\left[(\mathbf I\cdot\mathbf n)^2-\frac{I(I+1)}3\right],\qquad
P=\frac{3C_Q}{4I(2I-1)},
\end{equation}
where $C_Q$ is the quadrupole coupling constant in hertz. If $\mathbf n$ is parallel to the field, $H_Q$ is diagonal in $m$, shifts both electron levels equally and cancels from (\ref{eq:freq}). If $\mathbf n$ is tilted by $\theta$, the expansion of $(I_z\cos\theta+I_x\sin\theta)^2$ contains
\begin{equation}
\tfrac12\sin2\theta\,(I_zI_x+I_xI_z)+\sin^2\theta\,I_x^2 .
\end{equation}
The first term mixes nuclear states with $\Delta m=\pm1$, the second those with $\Delta m=\pm2$. By (\ref{eq:E}) the nuclear energies, divided by $h$, are $(A/2-\nu_n)m$ in the upper electron state and $-(A/2+\nu_n)m$ in the lower one. For $A/2>\nu_n$ the order of the nuclear levels is reversed between the two, so the first-order mixing amplitudes have opposite signs and the nuclear eigenstates differ. Transitions that change $m$ then gain intensity.

Their positions follow from (\ref{eq:E}). Before quadrupole shifts, a transition from $m+k$ in the lower electron state to $m$ in the upper one is displaced from $\nu_e$ by
\begin{equation}
\left(\tfrac A2-\nu_n\right)m+\left(\tfrac A2+\nu_n\right)(m+k)
=A\left(m+\tfrac k2\right)+k\nu_n .
\label{eq:forbidden}
\end{equation}
For $k=\pm1$ the extra lines fall near the midpoints between allowed lines. For $k=\pm2$ they fall near the allowed lines, at a distance $2\nu_n$.

Take $C_Q=100$ MHz as a rough size, so that $P=300/144\approx2.1$ MHz, with $\nu_n=11.4$ MHz at 34 GHz. The spectra were calculated with the same tilt at both nuclei, without the second-order hyperfine shifts, and with 1 mT component width. The count includes maxima above 1\% of the tallest. At $45^\circ$ it is sensitive to small shifts: with the second-order hyperfine shifts included it is 37 instead of 39.

\begin{center}
\begin{tabular}{ccc}
Tilt & Intensity farther than $A/4$ from the 19 positions & Maxima\\
$0^\circ$ & 0.0\% & 19\\
$45^\circ$ & 38.1\% & 39\\
$90^\circ$ & 6.1\% & 19
\end{tabular}
\end{center}

The angular dependence agrees with (\ref{eq:forbidden}). The $\Delta m=\pm1$ mixing is proportional to $\sin2\theta$, so it is largest at $45^\circ$ and vanishes at $90^\circ$. There the $\Delta m=\pm2$ lines lie, before quadrupole shifts, about $2\times11.4=22.8$ MHz from allowed positions, just inside the limit $A/4=25$ MHz. The diagonal part of $PI_x^2$ is $-Pm^2/2$ apart from a constant. It shifts a line between $m$ and $m+2$ by $\frac P2|(m+2)^2-m^2|=2P|m+1|$, at most $7P\approx15$ MHz, and so carries part of this intensity past the limit. The entry at $90^\circ$ is therefore small but not zero.

For these parameters and a tilt near $45^\circ$, the quadrupole coupling adds maxima to the spectrum of an oriented sample, which neither the second-order shifts nor the 5\% mismatch does at 34 GHz. A disordered film contains many tilts at once. The 19 maxima found at 9.5 GHz with the $g$ smear alone are therefore no prediction for a complete film spectrum, which would need the distributions of $g$, $A$ and the field gradient together.

\paragraph{Isotopes.} Natural indium is roughly 95.7\% indium-115, so $0.957^2=91.6\%$ of the pairs contain two such nuclei. The rest contain indium-113, which also has spin $9/2$ and a magnetic moment smaller by roughly 0.2\%. In a mixed pair the largest line shift is $4.5\times100\times0.002=0.90$ MHz, far below the spacing of 100 MHz. The second isotope does not disturb the pattern here.

\paragraph{Temperature.} Equal nuclear populations require nuclear energy differences that are small compared with $k_BT$. With first-order energies and Boltzmann populations at 10 K, each outer line taken at its own resonance field, the $M=+9$ line is stronger than the $M=-9$ line by 0.13\% of the latter. Thermal nuclear polarization is negligible at this temperature.

\paragraph{Reading a measured spectrum.} For the chosen $A$, the ideal 19-line pattern is a reasonable expectation at 34 GHz for one defect orientation, closely matched couplings, component widths well below 3.6 mT but not so small (below about 0.2 mT) that the second-order components are resolved, and a field gradient that is aligned with the field at both nuclei or much weaker than in the example above. At $45^\circ$ tilt and 1 mT width, $C_Q=10$ MHz leaves 19 maxima, while 30 MHz already gives 20. If the gradient is strong and tilted, the number of maxima may no longer equal the number of values of $M$. In an amorphous film with $\Delta g=0.010$, the absence of resolved lines at 34 GHz does not exclude an electron shared by two indium nuclei.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: A = 100 MHz, g = 2.00, T = 10 K, width = 1.0 mT
Microwave frequencies: 34.0 and 9.5 GHz
Number of lines: 19; sum of intensities: 100
First-order lines at 34 GHz: M, intensity, field (mT)
  +9   1  1182.46
  +8   2  1186.03
  +7   3  1189.60
  +6   4  1193.18
  +5   5  1196.75
  +4   6  1200.32
  +3   7  1203.89
  +2   8  1207.47
  +1   9  1211.04
  +0  10  1214.61
  -1   9  1218.18
  -2   8  1221.76
  -3   7  1225.33
  -4   6  1228.90
  -5   5  1232.47
  -6   4  1236.05
  -7   3  1239.62
  -8   2  1243.19
  -9   1  1246.76
Line spacing: 3.572 mT; total span: 64.30 mT
Largest intensity error, full Hamiltonian: 0.00143
Largest error of second-order positions: 0.142 MHz
34 GHz: second-order spread of M=0, formula: 13.2 MHz
34 GHz: same spread, exact field sweep: 0.473 mT
34 GHz: maxima, one orientation: 19
9.5 GHz: second-order spread of M=0, formula: 47.4 MHz
9.5 GHz: same spread, exact field sweep: 1.696 mT
9.5 GHz: maxima, one orientation: 19
Frequency where that spread equals A: 4.5 GHz
Amorphous film, assumed full width of g: 0.010
g smear: 6.07 mT at 34 GHz, 1.70 mT at 9.5 GHz
Maxima with g smear: 1 at 34 GHz, 19 at 9.5 GHz
g width equal to spacing: 0.0059 (34 GHz), 0.0211 (9.5 GHz)
Couplings differing by 5 %: M=0 spread 45.0 MHz
Maxima with these unequal couplings, 34 GHz: 19
Outer-line shift if both A change by 5 %: 45.0 MHz
Quadrupole coupling: 100 MHz; nuclear Zeeman: 11.4 MHz
  tilt 0 deg: 0.0 % beyond A/4 from lines; maxima 19
  tilt 45 deg: 38.1 % beyond A/4 from lines; maxima 39
  tilt 90 deg: 6.1 % beyond A/4 from lines; maxima 19
Pairs with two indium-115 nuclei: 91.6 %
Largest shift in a mixed 115/113 pair: 0.90 MHz
Outer-line intensity imbalance at 10 K: 0.134 %
Indium 5s share per nucleus in example: 0.50 %
5s share 30 % each: A = 6.0 GHz
  second-order spread equals A at 270 GHz
\end{verbatim}
